# Choosing finite-difference steps when energies carry noise

Differentiating an energy numerically requires choosing a displacement \(h\). Suppose each energy is uncertain by at most \(\varepsilon\), and let \(E_3\) and \(E_4\) be the third and fourth derivatives of the energy at the point of interest, both nonzero. To leading order in the step, the choices that minimize the worst-case error are

\[
h_1=\left(\frac{3\varepsilon}{|E_3|}\right)^{1/3},\qquad
B_1^*=\frac{3^{2/3}}{2}\,|E_3|^{1/3}\varepsilon^{2/3}
\]

for the central-difference gradient, and

\[
h_2=\left(\frac{48\,\varepsilon}{|E_4|}\right)^{1/4},\qquad
B_2^*=2\sqrt{\frac{\varepsilon|E_4|}{3}}
\]

for the three-point second derivative. Here \(B_1^*\) and \(B_2^*\) are the attainable errors. They belong to these two formulas; a formula using more points has a different optimum.

Hartree atomic units are used, with wavenumbers in cm\(^{-1}\).

## What counts as noise

The program returns \(\tilde E(x)=E(x)+\delta(x)\), where \(E\) is smooth and \(|\delta|\le\varepsilon\). The bound \(\varepsilon\) is taken not to depend on \(h\). Rounding is a clear case: an energy printed with \(d\) decimals has \(\varepsilon=\tfrac12\,10^{-d}\) hartree. Incomplete iterative convergence can also contribute.

An error \(s(x)\) that varies smoothly with geometry is different. Differentiating \(E+s\) gives \(E'+s'\) and \(E''+s''\), whatever small step is used. The error of a finite basis or an approximate method is of this kind when it is smooth. No choice of step removes it, and it should not be included in \(\varepsilon\).

## The two sources of error

Write \(E',E''\) for the first two derivatives at \(x\). Taylor's expansion is

\[
E(x\pm h)=E\pm hE'+\frac{h^2}{2}E''\pm\frac{h^3}{6}E_3+\frac{h^4}{24}E_4\pm\dots
\]

Subtracting the two energies cancels the even terms, and dividing by \(2h\) gives

\[
\frac{E(x+h)-E(x-h)}{2h}=E'+\frac{h^2}{6}E_3+\dots
\]

Adding them cancels the odd terms. After subtracting \(2E(x)\) and dividing by \(h^2\),

\[
\frac{E(x+h)-2E(x)+E(x-h)}{h^2}=E''+\frac{h^2}{12}E_4+\dots
\]

The terms in \(h^2\) are truncation errors. They shrink as the step shrinks.

The noise passes through the same formulas. With \(\delta_\pm=\delta(x\pm h)\) and \(\delta_0=\delta(x)\), the triangle inequality gives

\[
\left|\frac{\delta_+-\delta_-}{2h}\right|\le\frac{2\varepsilon}{2h}=\frac{\varepsilon}{h},
\qquad
\left|\frac{\delta_+-2\delta_0+\delta_-}{h^2}\right|\le\frac{4\varepsilon}{h^2}.
\]

These terms grow as the step shrinks. The worst-case errors are therefore

\[
B_1(h)=\frac{h^2|E_3|}{6}+\frac{\varepsilon}{h},\qquad
B_2(h)=\frac{h^2|E_4|}{12}+\frac{4\varepsilon}{h^2}.
\]

Within the leading-order description these values can be reached: the noise values can all have magnitude \(\varepsilon\), with signs that make their combination add to the truncation error.

The same expressions become strict bounds if \(|E_3|\) and \(|E_4|\) are replaced by their largest magnitudes \(M_3\) and \(M_4\) on \([x-h,x+h]\). The reason is Taylor's theorem with remainder. For the gradient, the truncation error is \(h^2[E_3(\xi_+)+E_3(\xi_-)]/12\), with \(\xi_\pm\) inside the interval, so its magnitude is at most \(h^2M_3/6\). For the second derivative it is \(h^2[E_4(\xi_+)+E_4(\xi_-)]/24\), at most \(h^2M_4/12\).

## Minimizing the gradient error

Setting the derivative of \(B_1\) to zero gives

\[
\frac{h|E_3|}{3}-\frac{\varepsilon}{h^2}=0
\quad\Rightarrow\quad h_1^3=\frac{3\varepsilon}{|E_3|}.
\]

This is the only minimum for \(h>0\), since \(B_1''=|E_3|/3+2\varepsilon/h^3\) is positive. Using \(h_1^3|E_3|=3\varepsilon\), the truncation part at the optimum is

\[
\frac{h_1^2|E_3|}{6}=\frac{h_1^3|E_3|}{6h_1}=\frac{\varepsilon}{2h_1}.
\]

It is half the noise part \(\varepsilon/h_1\). Their sum is

\[
B_1^*=\frac{3\varepsilon}{2h_1}
=\frac{3\varepsilon}{2}\left(\frac{|E_3|}{3\varepsilon}\right)^{1/3}
=\frac{3^{2/3}}{2}|E_3|^{1/3}\varepsilon^{2/3}.
\]

## Minimizing the second-derivative error

Here the condition is

\[
\frac{h|E_4|}{6}-\frac{8\varepsilon}{h^3}=0
\quad\Rightarrow\quad h_2^4=\frac{48\varepsilon}{|E_4|}.
\]

Again \(B_2''=|E_4|/6+24\varepsilon/h^4>0\), so the minimum is unique. The two parts are now equal:

\[
\frac{h_2^2|E_4|}{12}=\frac{\sqrt{48\varepsilon|E_4|}}{12}=\sqrt{\frac{\varepsilon|E_4|}{3}},
\qquad
\frac{4\varepsilon}{h_2^2}=4\varepsilon\sqrt{\frac{|E_4|}{48\varepsilon}}=\sqrt{\frac{\varepsilon|E_4|}{3}}.
\]

Their sum is \(B_2^*\).

The different powers matter when tightening a calculation. Reducing \(\varepsilon\) a hundredfold reduces the gradient error by \(100^{2/3}\approx22\), but the second-derivative error by only \(100^{1/2}=10\).

The formulas can also be inverted to find the noise allowed by a target error:

\[
\varepsilon=\frac{2\sqrt2}{3}\sqrt{\frac{(B_1^*)^3}{|E_3|}}
\quad\text{or}\quad
\varepsilon=\frac{3(B_2^*)^2}{4|E_4|}.
\]

The first follows by raising \(2B_1^*/3^{2/3}=|E_3|^{1/3}\varepsilon^{2/3}\) to the power \(3/2\); the second by squaring \(B_2^*\).

## How precisely must the step be chosen?

Let the step be wrong by a factor \(s\). At \(h=sh_1\), the truncation part is multiplied by \(s^2\) and the noise part by \(1/s\):

\[
\frac{B_1(sh_1)}{B_1^*}
=\frac{s^2\varepsilon/(2h_1)+\varepsilon/(sh_1)}{3\varepsilon/(2h_1)}
=\frac{s^2+2/s}{3}.
\]

For the second derivative, the two equal parts are multiplied by \(s^2\) and \(1/s^2\), so

\[
\frac{B_2(sh_2)}{B_2^*}=\frac{s^2+1/s^2}{2}.
\]

Halving the best step raises the gradient bound by a factor 1.42, and doubling it by 1.67. For the second derivative, either change costs a factor of about 2.1.

Rough values of \(E_3\) and \(E_4\) are therefore enough. An estimate of \(|E_3|\) that is eight times too large halves \(h_1\); an estimate of \(|E_4|\) must be sixteen times too large to halve \(h_2\). For the second derivative the quoted accuracy is more sensitive than the step, because \(B_2^*\) varies as \(|E_4|^{1/2}\) while \(h_2\) varies as \(|E_4|^{-1/4}\). For the gradient the two are equally sensitive, varying as \(|E_3|^{1/3}\) and \(|E_3|^{-1/3}\).

## A procedure for setting the step

1. **Find the noise.** For rounded output, use half a unit in the last printed decimal. For noise that is independent from point to point, compute five energies at a very small equal spacing and combine them with weights \(1,-4,6,-4,1\). At sufficiently small spacing the smooth part is negligible. For independent noise of standard deviation \(\sigma\), the combination has standard deviation \(\sqrt{1+16+36+16+1}\,\sigma=\sqrt{70}\,\sigma\). Several such combinations are needed for a useful estimate. This gives \(\sigma\), which is not a bound: either use it in the root-mean-square rules derived below, or convert it with an assumed distribution, for example \(\varepsilon=\sqrt3\,\sigma\) for noise spread uniformly. Incomplete SCF convergence can escape this test: its error may vary smoothly over very short distances, yet jump where the number of iterations changes. Check it by comparing with tightly converged energies over the whole range of the displacements.

2. **Estimate the higher derivatives.** Use a wide spacing \(H\), and write \(E(j)\) for the energy at \(x+jH\):

\[
E_3\approx\frac{E(2)-2E(1)+2E(-1)-E(-2)}{2H^3},
\]

\[
E_4\approx\frac{E(2)-4E(1)+6E(0)-4E(-1)+E(-2)}{H^4}.
\]

In the first numerator, the terms in \(E'\) are \(4H-4H=0\), and those in \(E_3\) are \(\tfrac83H^3-\tfrac23H^3=2H^3\). In the second, the constants cancel, the terms in \(E''\) are \(4H^2-4H^2=0\), and those in \(E_4\) are \(\tfrac43H^4-\tfrac13H^4=H^4\). Adding the magnitudes of the weights shows that noise changes these estimates by at most \(3\varepsilon/H^3\) and \(16\varepsilon/H^4\). If either amount is comparable with the estimate itself, increase \(H\).

3. **Compute separate steps** \(h_1\) and \(h_2\), evaluate the derivatives, and quote \(B_1^*\) and \(B_2^*\) with them.

The derivatives refer to the coordinate being displaced. A change from a bond length to an angle therefore requires new values of \(E_3\), \(E_4\) and the steps. Mass-weighting a single coordinate only rescales these numbers; the best displaced geometries stay the same. One common displacement need not suit every coordinate.

## Example: the breathing vibration of methane

Take CH\(_4\) at the RHF/6-31G* level (spherical d functions), with all four C–H lengths equal to \(r\). Energies are rounded to six decimals, so \(\varepsilon=5\times10^{-7}\) hartree. The chosen point is the minimum along this coordinate, \(r_0=2.047931\) bohr, obtained from tightly converged energies. The six-decimal energies below need these digits: starting from \(2.0479\) bohr shifts the tabulated values by up to \(1.3\times10^{-5}\) hartree.

With \(H=0.1\) bohr, the rounded energies are:

| \(j\) | \(E(r_0+jH)\) / hartree |
|---:|---:|
| −2 | −40.157044 |
| −1 | −40.186281 |
| 0 | −40.194841 |
| 1 | −40.187745 |
| 2 | −40.168883 |

The numerators of the two estimates are \(-0.008911\) and \(0.001131\) hartree. Hence

\[
E_3\approx\frac{-0.008911}{0.002}=-4.456,\qquad
E_4\approx\frac{0.001131}{0.0001}=11.31,
\]

in hartree/bohr\(^3\) and hartree/bohr\(^4\). The reference values, from the tightly converged curve, are \(-4.375\) and \(11.18\). The differences are below 2%, ample for choosing a step.

**Gradient.** The step and attainable error are

\[
h_1=\left(\frac{1.5\times10^{-6}}{4.456}\right)^{1/3}=0.00696\ \text{bohr},
\]

\[
B_1^*=\frac{3\times5\times10^{-7}}{2\times0.00696}
=1.08\times10^{-4}\ \text{hartree/bohr}.
\]

Both displaced energies round to \(-40.194803\) hartree, so the computed gradient is zero, as it should be at the minimum. This agreement is fortuitous. The truncation error alone would be \(h_1^2E_3/6\approx-3.6\times10^{-5}\) hartree/bohr, but the corresponding energy difference is smaller than one unit in the last printed decimal, and here rounding removed it. The defensible uncertainty remains \(B_1^*\).

Near the minimum \(E'\approx k(r-r_0)\), where \(k=E''(r_0)\). A gradient error \(B_1^*\) therefore moves the apparent minimum by \(B_1^*/k\), or \(7\times10^{-5}\) bohr with the value of \(k\) found next.

**Force constant.** The second-derivative step is

\[
h_2=\left(\frac{2.4\times10^{-5}}{11.31}\right)^{1/4}=0.0382\ \text{bohr}.
\]

The displaced energies are \(-40.193666\) and \(-40.193747\) hartree. With the unrounded step,

\[
k=\frac{-40.193747+2(40.194841)-40.193666}{h_2^2}
=\frac{0.002269}{h_2^2}=1.5576\ \text{hartree/bohr}^2.
\]

The reference is \(1.5562\). The actual error, \(1.5\times10^{-3}\), lies within the attainable worst-case error \(B_2^*=2.7\times10^{-3}\), both in hartree/bohr\(^2\).

**Wavenumber.** Carbon is at rest by symmetry, while four hydrogen atoms of mass \(m_H=1837.15\) electron masses move with speed \(\dot r\). The kinetic energy is \(\tfrac12(4m_H)\dot r^2\) and the harmonic potential energy is \(\tfrac12k(r-r_0)^2\), so

\[
\omega=\sqrt{\frac{k}{4m_H}}
=\sqrt{\frac{1.5576}{7348.6}}=0.01456\ \text{hartree}.
\]

This corresponds to \(\nu=3195\) cm\(^{-1}\); the reference is \(3194\) cm\(^{-1}\). Since \(\nu\propto k^{1/2}\), a small error obeys \(\Delta\nu/\nu=\Delta k/(2k)\). The numerical uncertainty is

\[
\Delta\nu=3195\times\frac{0.002746}{2\times1.5576}=2.8\ \text{cm}^{-1}.
\]

Because \(\Delta\nu\propto\sqrt\varepsilon\), a target of 1 cm\(^{-1}\) requires noise about \(2.8^2\approx8\) times smaller, near \(6\times10^{-8}\) hartree. These figures measure numerical differentiation within the RHF model. They do not include electron correlation, the remaining basis-set error or anharmonic vibrational effects. The basis-set error alone is larger than the numerical one: at each basis's own minimum, \(\nu\) is 3197 cm\(^{-1}\) with Cartesian d functions in 6-31G*, 3174 cm\(^{-1}\) with 6-31G** and 3148 cm\(^{-1}\) with cc-pVTZ (\(r_0=2.0449\) bohr, \(k=1.512\) hartree/bohr\(^2\)). \(E_3\) and \(E_4\) change by only a few percent, so the best steps hardly move.

## What unsuitable steps look like

With \(h=0.001\) bohr, the same rounded energies give \(k=2.0\) hartree/bohr\(^2\). The true second difference is only \(kh^2\approx1.6\times10^{-6}\) hartree, while the rounded energies can change it only in units of \(10^{-6}\) hartree. Division by \(h^2=10^{-6}\) bohr\(^2\) then permits only whole-number values of \(k\) in these units.

With \(h=0.3\) bohr, the result is \(1.642\) hartree/bohr\(^2\), too large by \(0.086\). The leading truncation term, \(h^2E_4/12\), accounts for \(0.084\). Rounding contributes at most \(4\varepsilon/h^2\approx2\times10^{-5}\), so nearly all of the small remainder comes from higher Taylor terms.

Sharing one step between both derivatives is also costly here. The ratio \(h_2/h_1\) is about 5.5. Using \(h_1\) for the second derivative multiplies its worst-case error by about 15; using \(h_2\) for the gradient multiplies its error by about 10.

The numerical check also applied rounding at 20,000 geometries within 0.02 bohr of \(r_0\). The steps there were computed from the reference values of \(E_3\) and \(E_4\), for which \(B_1^*=1.07\times10^{-4}\) hartree/bohr and \(B_2^*=2.73\times10^{-3}\) hartree/bohr\(^2\). The largest errors were \(1.08\times10^{-4}\) hartree/bohr and \(2.73\times10^{-3}\) hartree/bohr\(^2\), close to the predicted worst cases. The leading-order value at \(r_0\) can be slightly exceeded at a neighbouring geometry, where \(|E_3|\) or \(|E_4|\) is larger. The strict bounds with \(M_3\) and \(M_4\) held for every step tried.

## Typical rather than worst-case error

If the noise values are independent, with zero mean and standard deviation \(\sigma\), their variances add with the squared weights. The mean square errors are

\[
\frac{h^4E_3^2}{36}+\frac{\sigma^2}{2h^2},
\qquad
\frac{h^4E_4^2}{144}+\frac{6\sigma^2}{h^4}.
\]

For the gradient, the zero-derivative condition is \(h^3E_3^2/9=\sigma^2/h^3\). Thus \(h=(3\sigma/|E_3|)^{1/3}\). The noise term then equals \(h^4E_3^2/18\), the sum is \(h^4E_3^2/12\), and the root-mean-square (rms) error is \(h^2|E_3|/\sqrt{12}\).

For the second derivative, \(h^3E_4^2/36=24\sigma^2/h^5\), so \(h^8=864\sigma^2/E_4^2\) and

\[
h=\left(\frac{12\sqrt6\,\sigma}{|E_4|}\right)^{1/4}.
\]

The two terms are equal, their sum is \(h^4E_4^2/72\), and the rms error is \(h^2|E_4|/(6\sqrt2)\). The powers of the noise are the same as before.

Rounding errors spread uniformly between \(-\varepsilon\) and \(\varepsilon\) have \(\sigma=\varepsilon/\sqrt3\). In the example the rms-optimal steps are 0.0058 and 0.0295 bohr, somewhat shorter than the worst-case choices. The measured rms errors, \(4.3\times10^{-5}\) hartree/bohr and \(1.15\times10^{-3}\) hartree/bohr\(^2\), agree with the formulas within 1%.

## When analytic gradients are available

A second derivative can be obtained by differencing gradients. Let the gradient along the chosen coordinate have noise at most \(\eta\). Write \(g=E'\). The central difference \([g(x+h)-g(x-h)]/(2h)\) approximates \(g'=E''\) with truncation error \(h^2g'''/6\), and \(g'''=E_4\). The earlier gradient analysis applies with \(E_3\to E_4\) and \(\varepsilon\to\eta\):

\[
h=\left(\frac{3\eta}{|E_4|}\right)^{1/3},\qquad
\Delta k=\frac{3^{2/3}}{2}|E_4|^{1/3}\eta^{2/3}.
\]

For \(\eta=10^{-6}\) hartree/bohr, the methane example gives \(h=0.0065\) bohr and \(\Delta k=2.3\times10^{-4}\) hartree/bohr\(^2\), or 0.24 cm\(^{-1}\). At these noise levels, two gradients give a bound about twelve times smaller than three rounded energies. Note that \(\eta\) refers to the gradient projected on \(r\), a sum of twelve Cartesian components with weights of magnitude \(1/\sqrt3\). If those components are printed with six decimals, \(\eta=12\times5\times10^{-7}/\sqrt3\approx3.5\times10^{-6}\) hartree/bohr, \(\Delta k=5.3\times10^{-4}\) hartree/bohr\(^2\), and the gain is about five.

## Where the rules need changing

If \(E_3=0\), the formula for \(h_1\) diverges because the assumed truncation term is absent. With a nonzero fifth derivative \(E_5\), the next term gives the error \(h^4|E_5|/120+\varepsilon/h\), whose minimum is at \(h^5=30\varepsilon/|E_5|\). If \(E_4=0\), the second-derivative rule likewise needs the next nonzero term.

Large noise calls for large steps, which can leave the leading-order regime. The next truncation terms, relative to those retained, are \(h^2E_5/(20E_3)\) for the gradient and \(h^2E_6/(30E_4)\) for the second derivative, where \(E_6\) is the sixth derivative. Both ratios must be small in magnitude. A jump to another electronic solution within the stencil violates the smoothness assumption altogether.

Soft vibrations need particular care. If \(B_2^*\) is comparable with \(|k|\), the linear formula for \(\Delta\nu\) fails. If it exceeds \(|k|\), even the sign of the force constant may be unresolved. At the step \(h_2\) computed from the true \(E_4\), the noise can at most cancel the truncation error, so to leading order the total error is either zero or has the sign of \(E_4\). With \(E_4<0\), a positive force constant can therefore come out negative and give a spurious imaginary frequency; with \(E_4>0\), a negative one can come out positive. At a shorter step, such as one obtained from an overestimated \(|E_4|\), the noise exceeds the truncation error and the total error can have either sign. Reducing the energy noise or using sufficiently precise gradients helps, and a formula with more points can also lower the error. Shortening the step below \(h_2\) increases the worst-case error.

## Table of computed values

```
CH4, RHF/6-31G*, breathing coordinate r
minimum r0 = 2.04793 bohr
reference k = E'' = 1.55616 hartree/bohr^2
reference E3 = -4.3749 hartree/bohr^3
reference E4 = 11.1755 hartree/bohr^4
energy noise bound eps = 5.0e-07 hartree
wide spacing H = 0.1 bohr; rounded energies in hartree:
  E(r0 -2 H) = -40.157044
  E(r0 -1 H) = -40.186281
  E(r0 +0 H) = -40.194841
  E(r0 +1 H) = -40.187745
  E(r0 +2 H) = -40.168883
estimated E3 = -4.4555 hartree/bohr^3
estimated E4 = 11.3100 hartree/bohr^4
gradient step h1 = 0.00696 bohr
  E(r0-h1), E(r0+h1) = -40.194803, -40.194803 hartree
  gradient found = 0.000e+00 hartree/bohr (true value 0)
  attainable error B1* = 1.078e-04 hartree/bohr
  bond-length uncertainty B1*/k = 6.92e-05 bohr
second-derivative step h2 = 0.03817 bohr
  E(r0-h2), E(r0+h2) = -40.193666, -40.193747 hartree
  k found = 1.55762 hartree/bohr^2
  actual error of k = 1.46e-03 hartree/bohr^2
  attainable error B2* = 2.746e-03 hartree/bohr^2
hydrogen mass = 1837.153 electron masses
wavenumber found = 3195.30 cm^-1
reference wavenumber = 3193.80 cm^-1
wavenumber uncertainty = 2.82 cm^-1
k with step 0.001 bohr = 2.0000 hartree/bohr^2
k with step 0.3 bohr = 1.6424 hartree/bohr^2
numerical optima: eps (hartree), h1 (bohr), B1* (hartree/bohr),
                  h2 (bohr), B2* (hartree/bohr^2)
  1e-08  0.00190  7.895e-06  0.01440  3.860e-04
  1e-07  0.00409  3.665e-05  0.02560  1.221e-03
  1e-06  0.00882  1.701e-04  0.04551  3.861e-03
fitted exponents of h1, B1*, h2, B2*: 0.3333, 0.6667, 0.2499, 0.5001
step times 0.5: error ratio gradient 1.417, second 2.125
step times 2.0: error ratio gradient 1.667, second 2.129
largest rounding-case error, 20000 geometries: step factor,
  gradient (hartree/bohr), second derivative (hartree/bohr^2)
  0.25  2.860e-04  2.097e-02
  0.50  1.506e-04  5.500e-03
  1.00  1.081e-04  2.729e-03
  2.00  1.834e-04  6.093e-03
  4.00  6.171e-04  2.336e-02
rounding noise sigma = 2.887e-07 hartree
rms-optimal steps = 0.00583, 0.02952 bohr
rms gradient error: found 4.284e-05, rule 4.290e-05 hartree/bohr
rms second error: found 1.154e-03, rule 1.148e-03 hartree/bohr^2
gradient noise eta = 1.0e-06 hartree/bohr: step 0.00645 bohr
  error of k from gradients = 2.325e-04 hartree/bohr^2
  wavenumber uncertainty = 0.239 cm^-1
```
